\section*{Potential Fluctuations from Random Charged Centres in an Amorphous Oxide}

\section{The problem}

An amorphous oxide semiconductor contains fixed centres of charge $+e$ or $-e$. Their total density, both signs counted, is $N=10^{19}\,\mathrm{cm^{-3}}=0.01\,\mathrm{nm^{-3}}$. Their positions are independent and uniformly distributed. The relative permittivity is $\varepsilon_r=10$, and mobile charge screens each centre with a length $\lambda=3$ nm. What is the root-mean-square fluctuation $\sigma$ of an electron's potential energy at a point deep inside the film, and what does this number say about real band tails?

The electron's energy near one centre is $\mp v(r)$ for a centre of charge $\pm e$, with
\begin{equation}
v(r)=\frac{A}{r}e^{-r/\lambda},\qquad
A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}=0.1440\ \mathrm{eV\,nm}.
\label{v}
\end{equation}

This form follows from linear screening with a local response. Let $U$ be the electron's energy and $n$ the density of mobile electrons. In equilibrium the local chemical potential measured from the band edge changes by $-U$, so for small $U$ the density changes by $-(dn/d\mu)U$. For a centre of charge $ze$, the total charge density is $e[z\delta(\mathbf r)+(dn/d\mu)U]$. Since $U=-e\phi$, Poisson's equation becomes
\begin{equation}
\nabla^2U=4\pi A\left[z\delta(\mathbf r)+\frac{dn}{d\mu}U\right],
\qquad \frac1{\lambda^2}=4\pi A\frac{dn}{d\mu}.
\label{screen}
\end{equation}
Put $U=-zv$. Away from the centre, $(rv)''=rv/\lambda^2$, whose decaying solution is $rv=Ce^{-r/\lambda}$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the source fixes $C=A$.

\section{A tempting solution}

Suppose first that all centres have one sign. The magnitude of the mean energy is
\begin{equation}
\bar U=N\int v\,d^3r=4\pi NA\int_0^\infty re^{-r/\lambda}dr
=4\pi NA\lambda^2=162.9\ \mathrm{meV}.
\label{mean}
\end{equation}
A sphere of radius $\lambda$ contains on average
\begin{equation}
M=\frac{4\pi}{3}N\lambda^3=1.131
\end{equation}
centres. Independent counts have a relative fluctuation $1/\sqrt M$. It seems to follow that
\begin{equation}
\sigma\stackrel{?}{=}\frac{\bar U}{\sqrt M}
=\frac{162.9}{\sqrt{1.131}}\ \mathrm{meV}\approx153\ \mathrm{meV}.
\end{equation}
The units are right, and so is the dependence on $N$ and $\lambda$: the expression equals $A\sqrt{12\pi N\lambda}$. Scaling alone cannot expose the error.

\section{Where it fails}

The argument attributes the whole mean to the centres inside one screening sphere, and gives each of them the same energy, $\bar U/M=3A/\lambda=144$ meV. But the fraction of the mean that comes from $r<\lambda$ is
\begin{equation}
\frac1{\lambda^2}\int_0^\lambda re^{-r/\lambda}dr
=\left[-\left(1+\frac r\lambda\right)e^{-r/\lambda}\right]_0^\lambda
=1-\frac2e\approx0.26.
\end{equation}
About three quarters of the mean comes from more distant centres, which are more numerous and individually weaker. The numerator and the count therefore refer to different populations. The variance must be found from the contributions of individual centres.

\section{The correct variance}

Take a large volume $\Omega$ containing $N\Omega$ centres with charge signs $z_i=\pm1$. At the chosen point, $U=-\sum_i z_iv(r_i)$. For independent positions the covariance of two different terms is zero, so the variances add. Since $z_i^2=1$,
\begin{align}
\operatorname{Var}U
&=N\Omega\left[\frac1\Omega\int v^2d^3r
-\left(\frac1\Omega\int v\,d^3r\right)^2\right]\nonumber\\
&=N\int v^2d^3r-\frac N\Omega\left(\int v\,d^3r\right)^2
\longrightarrow N\int v^2d^3r .
\label{campbell}
\end{align}
The last term vanishes as $\Omega\to\infty$ because $\int v\,d^3r=4\pi A\lambda^2$ is finite. The mixture of signs changes the mean, which is zero for equal numbers, but it does not change the variance at fixed $N$ and $\lambda$.

The volume element cancels the $1/r^2$ in $v^2$:
\begin{equation}
\sigma^2=4\pi NA^2\int_0^\infty e^{-2r/\lambda}dr
=4\pi NA^2\frac\lambda2=2\pi NA^2\lambda .
\label{main}
\end{equation}
Hence
\begin{align}
\sigma&=A\sqrt{2\pi N\lambda}
=0.1440\sqrt{2\pi(0.01)(3)}\ \mathrm{eV}\nonumber\\
&=0.1440\times0.4342\ \mathrm{eV}=62.5\ \mathrm{meV}.
\end{align}
To two figures this is 63 meV. Direct radial quadrature of $N\int v^2d^3r$ gives the same variance, $0.0039085\ \mathrm{eV^2}$, as the formula.

The tempting value is too large by $\sqrt{12/2}=\sqrt6$. Its counting picture can be repaired. Suppose $M_*$ centres on average each contribute the same energy $u$, so that the mean is $M_*u$ and the variance $M_*u^2$. Matching both to the true values requires
\begin{equation}
u=\frac{\sigma^2}{\bar U}=\frac A{2\lambda}=24\ \mathrm{meV},\qquad
M_*=\frac{\bar U^2}{\sigma^2}=8\pi N\lambda^3=6M\approx6.8 .
\end{equation}
The relative fluctuation is $1/\sqrt{M_*}$, not $1/\sqrt M$.

Equation (\ref{main}) also shows why screening is essential here. At fixed $N$, $\sigma$ grows as $\sqrt\lambda$ without bound: each shell of equal thickness contributes equally until screening cuts the sum off. Independent, unscreened charges have no finite bulk variance.

\section{Near centres and the shape of the distribution}

Centres beyond a radius $r_0$ supply the fraction $e^{-2r_0/\lambda}$ of the variance. Within $r_0=0.3$ nm, roughly an atomic distance, a macroscopic permittivity cannot be trusted. That region supplies $1-e^{-0.2}=0.181$ of $\sigma^2$. Omitting its centres gives $\sigma=56.6$ meV. This measures sensitivity to the core; it is not a model of the true core potential.

A simulation of 40000 random populations, with no centre inside 0.3 nm, gave 56.9 meV for one sign and 56.8 meV for randomly mixed signs. Both agree with 56.6 meV within the sampling error, and they test the independence of sign.

A finite variance does not make the distribution Gaussian. For equal numbers of both signs, average $e^{itU}$ over one centre and multiply over all of them. As $\Omega\to\infty$,
\begin{equation}
\ln\langle e^{itU}\rangle=N\int[\cos(tv)-1]\,d^3r .
\end{equation}
With a small core excluded, the integrand may be expanded. Its $t^4$ term is $t^4v^4/4!$, so the fourth cumulant, which is zero for a Gaussian, is
\begin{equation}
N\int_{r>r_0}v^4d^3r=4\pi NA^4\int_{r_0}^\infty
\frac{e^{-4r/\lambda}}{r^2}dr\simeq\frac{4\pi NA^4}{r_0}
\quad(r_0\to0).
\end{equation}
It diverges for point centres. Simulated point centres of mixed sign put 0.815 of the values within $\sigma$ of zero, against 0.683 for a Gaussian, and 0.013 beyond $3\sigma$, against 0.0027. The distribution has both a narrower middle and heavier tails.

One near centre accounts for most of the tail. The condition $v(r)=3\sigma$ gives $r\approx0.62$ nm, and the mean number of centres within that distance is $(4\pi/3)(0.01)(0.62)^3\approx0.010$. This estimate ignores all other centres. About two thirds of the tail comes from populations with a centre that close; the remaining 0.005 arises without one. Reading 63 meV as the width of a Gaussian band tail would thus be unjustified even for the potential itself.

\section{Correlated positions}

Charges that were mobile during processing do not freeze into independent positions: like charges avoid each other and unlike charges attract. To include this, let $\rho_{\mathbf q}=\sum_i z_ie^{-i\mathbf q\cdot\mathbf r_i}$ and define $S(q)=\langle|\rho_{\mathbf q}|^2\rangle/(N\Omega)$ for $q\ne0$. Independent positions give $S=1$. With $\kappa=1/\lambda$, the Fourier transform of the screened equation is $v_q=4\pi A/(q^2+\kappa^2)$, and Parseval's theorem gives
\begin{equation}
\sigma_S^2=\frac N{2\pi^2}\int_0^\infty q^2v_q^2S(q)\,dq .
\label{fourier}
\end{equation}

Suppose the charges were in equilibrium at a temperature $T_f$ and interacted without carrier screening at the same permittivity. Treat each $\rho_{\mathbf q}$ as a Gaussian variable. Independence supplies an inverse variance $1/(N\Omega)$; the Coulomb energy, $4\pi A|\rho_{\mathbf q}|^2/(2\Omega q^2)$ per wave vector, adds $4\pi A/(\Omega q^2k_BT_f)$. Therefore
\begin{equation}
\frac1S=1+\frac{k^2}{q^2},\qquad
S=\frac{q^2}{q^2+k^2},\qquad k^2=\frac{4\pi AN}{k_BT_f}.
\end{equation}

The integral needed follows from partial fractions:
\begin{align}
J&=\int_0^\infty\frac{q^2dq}{(q^2+\kappa^2)(q^2+k^2)}\nonumber\\
&=\frac1{\kappa^2-k^2}\left(\frac{\pi\kappa}{2}-\frac{\pi k}{2}\right)
=\frac\pi{2(\kappa+k)}.
\end{align}
Setting $k=\kappa$ gives the uncorrelated integral, $\int_0^\infty q^2dq/(q^2+\kappa^2)^2=\pi/(4\kappa)$. Differentiating $J$ with respect to $\kappa$ and dividing by $-2\kappa$ gives
\begin{equation}
\int_0^\infty\frac{q^2dq}{(q^2+\kappa^2)^2(q^2+k^2)}
=\frac\pi{4\kappa(\kappa+k)^2}.
\end{equation}
Since $S=1-k^2/(q^2+k^2)$, the ratio of variances is
\begin{equation}
\frac{\sigma_S^2}{\sigma^2}=1-\left(\frac k{\kappa+k}\right)^2 .
\label{corr}
\end{equation}

For $T_f=600$ K, chosen as a rough processing temperature, $k=0.592\ \mathrm{nm^{-1}}$ and the factor is 0.591. Then $\sigma_S=62.5\sqrt{0.591}\approx48$ meV. The ratio of the Coulomb energy at the mean spacing $(3/4\pi N)^{1/3}$ to $k_BT_f$ is 0.97. It is not small, so this linear estimate is rough; in particular, it does not describe opposite charges bound in close pairs. The error depends on how closely the charges can approach. For equal numbers of both signs in equilibrium at $T_f$, a closest approach of 1 nm or 0.5 nm gives about 49 or 46 meV, near the linear value. At 0.3 nm, where the pair energy is about $9k_BT_f$, roughly half the charges pair and $\sigma_S$ falls to about 40 meV or below.

The limit $\lambda\to\infty$ now behaves differently. The right side of (\ref{corr}) equals $\kappa(\kappa+2k)/(\kappa+k)^2$, which tends to $2\kappa/k$, and $\sigma_S^2\to4\pi NA^2/k$. In this model the correlations of the fixed charges keep the variance finite even without mobile carriers.

\section{A carrier is not a point}

An electron averages the potential over its wave packet. Choose a Gaussian density proportional to $e^{-r^2/(2s^2)}$, with standard deviation $s$ along each axis. Its Fourier transform is $e^{-q^2s^2/2}$, so the integrand of (\ref{fourier}) acquires $e^{-q^2s^2}$.

The wave function is proportional to $e^{-r^2/(4s^2)}$, hence $\nabla\psi=-\mathbf r\psi/(2s^2)$. Using $\langle r^2\rangle=3s^2$, its kinetic energy is
\begin{equation}
\frac{\hbar^2}{2m}\frac{\langle r^2\rangle}{4s^4}
=\frac{3\hbar^2}{8ms^2}.
\end{equation}
As a definite choice of size, set this equal to $3k_BT/2$, so $s^2=\hbar^2/(4mk_BT)$. At 300 K and $m=0.35$ free-electron masses, $s=1.45$ nm.

To find the reduction, define
\begin{equation}
G=\int_0^\infty\frac{e^{-q^2s^2}}{q^2+\kappa^2}dq .
\end{equation}
Differentiating $e^{-\kappa^2s^2}G$ with respect to $s$ removes the denominator and leaves $-2s\int_0^\infty e^{-(q^2+\kappa^2)s^2}dq=-\sqrt\pi e^{-\kappa^2s^2}$. Integrating back from infinity, where the function vanishes, gives, with $x=\kappa s$,
\begin{equation}
G=\frac\pi{2\kappa}e^{x^2}\operatorname{erfc}x .
\end{equation}
Because $-(2\kappa)^{-1}\partial G/\partial\kappa$ squares the denominator,
\begin{align}
\int_0^\infty\frac{q^2e^{-q^2s^2}}{(q^2+\kappa^2)^2}dq
&=G+\frac\kappa2\frac{\partial G}{\partial\kappa},\nonumber\\
\frac{\partial G}{\partial\kappa}
&=-\frac G\kappa+2\kappa s^2G-\frac{\sqrt\pi s}{\kappa}.
\end{align}
The integral is therefore $G(\tfrac12+x^2)-\sqrt\pi s/2$. Dividing by $\pi/(4\kappa)$ gives the variance factor
\begin{equation}
F=(1+2x^2)e^{x^2}\operatorname{erfc}x-\frac{2x}{\sqrt\pi}.
\end{equation}
It tends to 1 as $x\to0$. Here $x=0.484$ and $F=0.370$, which reduces 62.5 to 38 meV for independent centres. This number follows the chosen size: $s^2=\hbar^2/(12mk_BT)$, or $s=0.84$ nm, gives 46 meV, and $s^2=\hbar^2/(2mk_BT)$, or $s=2.05$ nm, gives 32 meV.

With correlation and packet averaging together, numerical integration gives 21 meV (29 and 16 meV for the smaller and larger packets above). Multiplying the separate factors would give $62.5\sqrt{0.591\times0.370}\approx29$ meV. The effects do not simply multiply: the packet retains mainly small $q$, where $S(q)$ is already small.

\section{Can the assumed screening occur?}

If free electrons alone screen, (\ref{screen}) ties $\lambda$ to their density. In the nondegenerate limit $dn/d\mu=n/(k_BT)$, so
\begin{equation}
n=\frac{k_BT}{4\pi A\lambda^2}
=\frac{0.02585}{4\pi(0.1440)(9)}\ \mathrm{nm^{-3}}
=1.59\times10^{18}\ \mathrm{cm^{-3}}.
\end{equation}
For a parabolic band with two spin states, Fermi statistics give
\begin{equation}
n=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt E\,dE}{1+e^{(E-\mu)/(k_BT)}} .
\end{equation}
Solving (\ref{screen}) numerically with this density raises the requirement to $1.78\times10^{18}\ \mathrm{cm^{-3}}$.

This is far below $N$. Neutrality, $N_+-N_-=n$, then requires compensation: about $5.9\times10^{18}$ positive and $4.1\times10^{18}$ negative centres per cubic centimetre. If instead all centres were positive and $n=N$, the same band model would give $\lambda=1.53$ nm and $\sigma=44.7$ meV. Changing the sign mixture at fixed $\lambda$ leaves $\sigma$ unchanged; letting the carriers adjust does not. These values assume a local response, although the thermal wavelength, 7.3 nm, exceeds $\lambda$. A wave-vector-dependent (Lindhard) response raises 62.5 to about 64 meV and 44.7 to about 47 meV. The carriers required for neutrality were also left out of the freeze-in model; present at $T_f$, they make $S(0)>0$ and raise 48 to about 50 meV and 21 to about 24 meV.

There is a more basic difficulty. At 300 K, $k_BT=25.9$ meV, so $\sigma/(k_BT)=2.42$. For nondegenerate carriers, an energy change of $-\sigma$ multiplies the local density by $e^{2.42}\approx11$, while linear response predicts $1+2.42=3.42$. For $+\sigma$ it predicts a negative density. The example therefore lies outside the range where linear screening is justified. An isolated positive centre with this potential can also bind an electron, by about 14 meV, less than $k_BT$; screening by free carriers alone leaves this out. The value of 63 meV is the correct result for the stated screened potential, but a self-consistent nonlinear calculation could give another value, which has not been found here.

\section{Reading the result for a real film}

The permittivity and mass are rough values for amorphous indium--gallium--zinc oxide. The centre density represents a heavily disordered case and should not be taken as typical of a good transistor channel. At the stated screening length, the extent of the carrier and correlated positions together move 63 meV to roughly 15 to 30 meV, depending on the packet size, on pairing of the charges and on the carriers present during processing; 21 meV is one choice in that range. The bulk formula also assumes a point away from surfaces. Counting only the missing centres, a plane at distance $\lambda$ removes about 2\% of the variance and one at $2\lambda$ about 0.2\%; changes of screening and permittivity at the surface are not included. A transistor's accumulation layer lies close to an insulator, where half the surroundings have another permittivity and no such centres; that case needs a separate calculation.

Nor is $\sigma$ the decay energy of an exponential band tail. It describes the electrostatic energy at a point, whereas a density of states also depends on kinetic energy, on the spatial extent of the wells and on disorder in bonding. Comparison with a measured tail requires solving for the electron states in the potential. The numerical output lists the main values. The sensitivity estimates for pairing, packet size, nonlocal response, binding and surfaces are approximate and are not part of it.

\section*{Computed values}
\begin{verbatim}
Centre density: 1e+19 cm^-3
Centre density, converted: 0.01 nm^-3
Relative permittivity: 10
Screening length: 3 nm
Coulomb strength A: 0.143996 eV nm
Mean centres in a screening sphere: 1.131
Mean energy magnitude, one sign: 162.9 meV
Variance from formula: 0.0039085 eV^2
Variance from direct quadrature: 0.0039085 eV^2
RMS fluctuation: 62.52 meV
Omitted core radius: 0.3 nm
Variance fraction inside core: 0.1813
RMS without core centres: 56.57 meV
Simulated RMS without core, one sign: 56.9 meV
Simulated RMS without core, mixed signs: 56.8 meV
Number of simulated populations: 40000
Point centres: simulated fraction within sigma: 0.815
Gaussian fraction within sigma: 0.683
Point centres: simulated fraction beyond 3 sigma: 0.013
Gaussian fraction beyond 3 sigma: 0.0027
Fourth-cumulant ratio when tiny cutoff is halved: 2.009
Charge freeze-in temperature: 600 K
Frozen-charge inverse screening length: 0.5916 nm^-1
Frozen-charge coupling A/(spacing kT): 0.967
Correlation variance factor: 0.5909
RMS with correlation: 48.06 meV
Temperature of use: 300 K
Thermal energy: 25.85 meV
Electron mass / free-electron mass: 0.35
Packet density width per axis: 1.451 nm
Packet kinetic energy: 38.78 meV
Packet variance factor: 0.3704
RMS averaged over packet: 38.05 meV
RMS with correlation and packet: 21.01 meV
Carrier density for given screening, nondegenerate: 1.587e+18 cm^-3
Carrier density for given screening, Fermi: 1.778e+18 cm^-3
Uncompensated screening length: 1.534 nm
Uncompensated RMS fluctuation: 44.7 meV
RMS / thermal energy: 2.418
Boltzmann factor for one RMS energy: 11.2
\end{verbatim}
